# Nuclear dipolar widths for a static muon in fcc copper: test program

```python
"""Nuclear dipolar second moments at a muon in fcc copper.
Result under test: powder zero-field variance per component = 5/2 of the
powder secular high-field variance, with
  Delta^2 = 2 C S6,  sigma^2 = (4/5) C S6,  S6 = sum_j r_j^-6,
  C = (gamma_mu mu0/4pi)^2 <m_z^2>,  <m_z^2> = mean of mu^2 (I+1)/(3I).
Lengths in lattice sums are in units of the cubic lattice constant a.
Zero field: P_z = 1 - Delta^2 t^2; high field: envelope 1 - sigma^2 t^2/2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

# ---------- lattice geometry and sums ----------
CUTOFF = 12.0
TAIL = 16 * np.pi / (3 * CUTOFF**3)   # integral of 4 atoms per a^3 times r^-6
SITES = {"octahedral": np.array([0.5, 0.5, 0.5]),
         "tetrahedral": np.array([0.25, 0.25, 0.25])}


def neighbours(site, cutoff=CUTOFF):
    n = int(cutoff) + 2
    g = np.arange(-n, n + 1)
    cells = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    pos = (cells[:, None, :] + basis[None]).reshape(-1, 3) - site
    return pos[np.linalg.norm(pos, axis=1) < cutoff]


def dipole_tensors(pos):
    r = np.linalg.norm(pos, axis=1)
    n = pos / r[:, None]
    return (3 * n[:, :, None] * n[:, None, :] - np.eye(3)) / r[:, None, None]**3


def field_sums(tensors, b):
    """Full and secular variance sums along unit vector b."""
    v = tensors @ b
    return np.sum(v**2), np.sum((v @ b)**2)


def powder_sums(tensors):
    """Average over field directions; exact for quartic polynomials."""
    x, w = np.polynomial.legendre.leggauss(5)
    total = np.zeros(2)
    for c, wc in zip(x, w):
        for phi in 2 * np.pi * np.arange(8) / 8:
            s = np.sqrt(1 - c * c)
            b = np.array([s * np.cos(phi), s * np.sin(phi), c])
            total += wc / 16 * np.array(field_sums(tensors, b))
    return total


def theta(t):
    """Sum over all integers n of exp(-t n^2)."""
    n = np.arange(1, 12)
    if t > np.pi:
        return 1 + 2 * np.sum(np.exp(-t * n**2))
    return np.sqrt(np.pi / t) * (1 + 2 * np.sum(np.exp(-np.pi**2 * n**2 / t)))


def theta_sum(name):
    """S6 from r^-6 = (1/2) integral t^2 exp(-t r^2) dt."""
    if name == "octahedral":      # integer triples with odd sum, unit a/2
        def f(t):
            alternating = 2 * theta(4 * t) - theta(t)
            return t**2 * (theta(t)**3 - alternating**3) / 4
        scale = 2**6
    else:                         # half of all odd triples, unit a/4
        def f(t):
            return t**2 * (theta(t) - theta(4 * t))**3 / 4
        scale = 4**6
    return scale * sum(quad(f, lo, hi, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
                       for lo, hi in [(0, 1), (1, 5), (5, 60)])


# ---------- physical inputs (rough two-figure copper data) ----------
a_angstrom = 3.6
moments = np.array([2.2, 2.4])      # nuclear magnetons
fractions = np.array([0.69, 0.31])
spin = 1.5
mu_n = sc.physical_constants["nuclear magneton"][0]
mu_muon = abs(sc.physical_constants["muon mag. mom."][0])
gamma_mu = 2 * mu_muon / sc.hbar
mz2 = np.sum(fractions * moments**2) * mu_n**2 * (spin + 1) / (3 * spin)
field_unit2 = (sc.mu_0 / (4 * np.pi))**2 * mz2 / (a_angstrom * 1e-10)**6
rate_unit2 = gamma_mu**2 * field_unit2 * 1e-12       # us^-2
print(f"lattice constant a = {a_angstrom:.1f} angstrom (rough input)")
print(f"moments = {moments[0]:.1f}, {moments[1]:.1f} nuclear magnetons (rough)")
print(f"isotope fractions = {fractions[0]:.2f}, {fractions[1]:.2f}; I = {spin}")
print(f"muon gyromagnetic ratio = {gamma_mu*1e-6:.3f} rad/us/T")
print(f"rms nuclear moment component = {np.sqrt(mz2)/mu_n:.4f} nuclear magnetons")
print(f"C/a^6 = {rate_unit2:.6e} us^-2")

directions = {"[100]": np.array([1., 0, 0]),
              "[110]": np.array([1., 1, 0]) / np.sqrt(2),
              "[111]": np.ones(3) / np.sqrt(3)}
secular = {}
for name, site in SITES.items():
    pos = neighbours(site)
    r = np.linalg.norm(pos, axis=1)
    near = r < r.min() + 1e-6
    s_near = np.sum(r[near]**-6)
    s6 = np.sum(r**-6) + TAIL
    assert abs(s6 / theta_sum(name) - 1) < 1e-5
    tensors = dipole_tensors(pos)
    zf, hf = powder_sums(tensors)
    zf, hf = zf + 2 * TAIL, hf + 0.8 * TAIL
    assert abs(zf / (2 * s6) - 1) < 1e-9
    assert abs(hf / (0.8 * s6) - 1) < 1e-9
    for b in directions.values():       # cubic site: isotropic zero-field value
        assert abs((field_sums(tensors, b)[0] + 2 * TAIL) / zf - 1) < 1e-9
    delta2, sigma2 = zf * rate_unit2, hf * rate_unit2
    print(f"{name}: {near.sum()} nearest nuclei at {r.min()*a_angstrom:.4f} angstrom")
    print(f"  S6 a^6 = {s6:.3f}, nearest shell {s_near:.3f} ({100*s_near/s6:.2f} %)")
    print(f"  Delta^2 = {delta2:.5f} us^-2, powder sigma^2 = {sigma2:.5f} us^-2")
    print(f"  ratio Delta^2/sigma^2 = {delta2/sigma2:.6f}")
    print(f"  Delta = {np.sqrt(delta2):.4f} us^-1, sigma = {np.sqrt(sigma2):.4f} us^-1")
    print(f"  rms field per component: zero field {1e3*np.sqrt(zf*field_unit2):.4f} mT,"
          f" secular {1e3*np.sqrt(hf*field_unit2):.4f} mT")
    for label, b in directions.items():
        value = (field_sums(tensors, b)[1] + 0.8 * TAIL) * rate_unit2
        near_part = field_sums(tensors[near], b)[1] * rate_unit2
        secular[name, label] = value
        print(f"  field along {label}: sigma^2 = {value:.5f} us^-2 (nearest shell"
              f" {near_part:.5f}), sigma = {np.sqrt(value):.4f} us^-1")
    mixed = 0.4 * secular[name, "[100]"] + 0.6 * secular[name, "[111]"]
    assert abs(mixed / sigma2 - 1) < 1e-4
    moved = pos.copy()
    moved[near] *= 1.05
    s6_moved = np.sum(np.linalg.norm(moved, axis=1)**-6) + TAIL
    print(f"  Delta with nearest shell 5 % further out ="
          f" {np.sqrt(2*s6_moved*rate_unit2):.4f} us^-1")
assert secular["octahedral", "[100]"] > secular["octahedral", "[111]"]
assert secular["tetrahedral", "[100]"] < secular["tetrahedral", "[111]"]

# ---------- cluster without symmetry ----------
rng = np.random.default_rng(7)
odd_cluster = dipole_tensors(rng.normal(size=(5, 3)) + np.array([2., 1., 0.]))
zf, hf = powder_sums(odd_cluster)
single = field_sums(odd_cluster, directions["[100]"])
assert abs(zf / hf - 2.5) < 1e-9
print(f"cluster without symmetry: powder ratio {zf/hf:.6f},"
      f" single direction {single[0]/single[1]:.4f}")

# ---------- random classical moments and isotopes, physical units ----------
pos = neighbours(SITES["octahedral"], 0.9)
tensors = dipole_tensors(pos) / (a_angstrom * 1e-10)**3 * sc.mu_0 / (4 * np.pi)
samples = 200000
bz_full, bz_secular = np.zeros(samples), np.zeros(samples)
for d in tensors:
    v = rng.normal(size=(samples, 3))
    v /= np.linalg.norm(v, axis=1)[:, None]
    size = rng.choice(moments, size=samples, p=fractions) * mu_n
    m = v * (size * np.sqrt((spin + 1) / spin))[:, None]
    bz_full += m @ d[2]
    bz_secular += m[:, 2] * d[2, 2]
s6_cluster = np.sum(np.linalg.norm(pos, axis=1)**-6)
sampled, formula = np.mean(bz_full**2), 2 * s6_cluster * field_unit2
assert abs(sampled / formula - 1) < 0.02       # sampling error about 0.3 %
cos2 = pos[:, 2]**2 / np.sum(pos**2, axis=1)
formula_sec = field_unit2 * np.sum((3*cos2 - 1)**2 / np.sum(pos**2, axis=1)**3)
assert abs(np.mean(bz_secular**2) / formula_sec - 1) < 0.02
print(f"sampled rms field, {len(pos)} nuclei: {1e3*np.sqrt(sampled):.4f} mT,"
      f" formula {1e3*np.sqrt(formula):.4f} mT")

# ---------- exact quantum dynamics: muon + 4 nuclei, tetrahedral shell ----------
# Unit of angular frequency: c = (mu0/4pi) gamma_mu gamma_I hbar / r^3.


def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    up = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)], dtype=complex)


def embed(op, before, after):
    return np.kron(np.kron(np.eye(before), op), np.eye(after))


S = np.array([embed(o, 1, 256) for o in spin_matrices(0.5)])
nuclei = [np.array([embed(o, 2 * 4**j, 4**(3 - j)) for o in spin_matrices(1.5)])
          for j in range(4)]
axes = neighbours(SITES["tetrahedral"], 0.5)
assert len(axes) == 4
axes = axes / np.linalg.norm(axes, axis=1)[:, None]


def along(op, n):
    return np.tensordot(n, op, axes=1)


def dipolar(A, B, n):
    return sum(A[k] @ B[k] for k in range(3)) - 3 * along(A, n) @ along(B, n)


H_dip = sum(dipolar(S, nuclei[j], axes[j]) for j in range(4))
H_extra = np.zeros_like(H_dip)
for j in range(4):
    radial = along(nuclei[j], axes[j])
    H_extra += 5.0 * radial @ radial           # quadrupole term, radial axis
    for k in range(j):
        u = axes[j] - axes[k]
        H_extra += 0.3 * dipolar(nuclei[j], nuclei[k], u / np.linalg.norm(u))


def correlation(H, op, times):
    energy, vec = np.linalg.eigh(H)
    weight = np.abs(vec.conj().T @ op @ vec)**2
    weight /= weight.sum()
    out = []
    for t in times:
        phase = np.exp(1j * energy * t)
        out.append(phase @ weight @ phase.conj())
    return np.array(out)


t_short, t_late = 0.005, 1.0
expected = 2 * 4 * spin * (spin + 1) / 3
plain = correlation(H_dip, S[2], [t_short, t_late]).real
extra = correlation(H_dip + H_extra, S[2], [t_short, t_late]).real
curv_plain = (1 - plain[0]) / t_short**2
curv_extra = (1 - extra[0]) / t_short**2
assert abs(curv_plain / expected - 1) < 3e-3   # remainder of order t^2
assert abs(curv_extra / expected - 1) < 3e-3
assert abs(plain[1] - extra[1]) > 0.01
print(f"exact zero-field Delta^2 = {curv_plain:.4f} c^2, with quadrupole and"
      f" nuclear coupling {curv_extra:.4f} c^2, formula {expected:.4f} c^2")
print(f"P_z at t = 1/c: {plain[1]:.4f} without, {extra[1]:.4f} with these couplings")

b = directions["[111]"]
e1 = np.array([1., -1, 0]) / np.sqrt(2)
e2 = np.cross(b, e1)
omega_I, omega_mu = 2.0e4, 2.4e5
H_high = H_dip - omega_mu * along(S, b) - omega_I * sum(along(I, b) for I in nuclei)
times = np.array([0.02, 0.3, 0.6])
exact = np.abs(correlation(H_high, along(S, e1) + 1j * along(S, e2), times))
projections = np.array([-1.5, -0.5, 0.5, 1.5])
envelope = np.ones(len(times))
for n in axes:
    shift = 3 * (n @ b)**2 - 1
    envelope *= np.cos(np.outer(times, shift * projections)).mean(axis=1)
assert np.max(np.abs(exact - np.abs(envelope))) < 2e-3   # order c/omega_I
sigma2_exact = 2 * (1 - exact[0]) / times[0]**2
sigma2_formula = spin * (spin + 1) / 3 * np.sum((3 * (axes @ b)**2 - 1)**2)
assert abs(sigma2_exact / sigma2_formula - 1) < 0.01
print(f"exact high-field sigma^2 along [111] = {sigma2_exact:.4f} c^2,"
      f" secular formula {sigma2_formula:.4f} c^2")
print(f"envelope at t = 0.3/c: exact {exact[1]:.5f}, secular {abs(envelope[1]):.5f}")
print("verified")
```

Running it gives:

```
lattice constant a = 3.6 angstrom (rough input)
moments = 2.2, 2.4 nuclear magnetons (rough)
isotope fractions = 0.69, 0.31; I = 1.5
muon gyromagnetic ratio = 851.615 rad/us/T
rms nuclear moment component = 1.6874 nuclear magnetons
C/a^6 = 2.420070e-04 us^-2
octahedral: 6 nearest nuclei at 1.8000 angstrom
  S6 a^6 = 422.092, nearest shell 384.000 (90.98 %)
  Delta^2 = 0.20430 us^-2, powder sigma^2 = 0.08172 us^-2
  ratio Delta^2/sigma^2 = 2.500000
  Delta = 0.4520 us^-1, sigma = 0.2859 us^-1
  rms field per component: zero field 0.5307 mT, secular 0.3357 mT
  field along [100]: sigma^2 = 0.19020 us^-2 (nearest shell 0.18586), sigma = 0.4361 us^-1
  field along [110]: sigma^2 = 0.05460 us^-2 (nearest shell 0.04647), sigma = 0.2337 us^-1
  field along [111]: sigma^2 = 0.00940 us^-2 (nearest shell 0.00000), sigma = 0.0970 us^-1
  Delta with nearest shell 5 % further out = 0.3964 us^-1
tetrahedral: 4 nearest nuclei at 1.5588 angstrom
  S6 a^6 = 660.602, nearest shell 606.815 (91.86 %)
  Delta^2 = 0.31974 us^-2, powder sigma^2 = 0.12790 us^-2
  ratio Delta^2/sigma^2 = 2.500000
  Delta = 0.5655 us^-1, sigma = 0.3576 us^-1
  rms field per component: zero field 0.6640 mT, secular 0.4199 mT
  field along [100]: sigma^2 = 0.01219 us^-2 (nearest shell 0.00000), sigma = 0.1104 us^-1
  field along [110]: sigma^2 = 0.15682 us^-2 (nearest shell 0.14685), sigma = 0.3960 us^-1
  field along [111]: sigma^2 = 0.20504 us^-2 (nearest shell 0.19580), sigma = 0.4528 us^-1
  Delta with nearest shell 5 % further out = 0.4952 us^-1
cluster without symmetry: powder ratio 2.500000, single direction 3.7249
sampled rms field, 14 nuclei: 0.5176 mT, formula 0.5186 mT
exact zero-field Delta^2 = 9.9991 c^2, with quadrupole and nuclear coupling 9.9986 c^2, formula 10.0000 c^2
P_z at t = 1/c: 0.3407 without, 0.2721 with these couplings
exact high-field sigma^2 along [111] = 6.6635 c^2, secular formula 6.6667 c^2
envelope at t = 0.3/c: exact 0.73119, secular 0.73119
verified
```
